# Why the Si-H Bond-Breaking Exponent Need Not Count Vibrational Levels: verification in Python

```python
# Result under test: a bond that breaks on reaching level 10 of a vibrational
# ladder, driven by electrons that transfer one or two quanta, has breaking rate
# R proportional to current^5 as current -> 0, if nothing thermal excites it.
# Symbols: S = electron-induced 0->1 rate (proportional to current),
# eta*S = electron-induced 0->2 rate, gamma = 1->0 relaxation rate, x = S/gamma,
# nb = thermal (Bose) occupation. Ladder rates below are in units of gamma.
# R = 1/(mean first-passage time from level 0 to the broken state).
import math
import numpy as np
from mpmath import mp, mpf
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal

mp.dps = 250
STEPS = 10


def ladder(x, eta, eta3=0, nb=0, relax=1, leak=None):
    """Table of rates from bound level n to level m; m >= 10 means broken."""
    x, eta, eta3, nb = mpf(x), mpf(eta), mpf(eta3), mpf(nb)
    K = [[mpf(0)] * (STEPS + 3) for _ in range(STEPS)]
    for n in range(STEPS):
        for jump, strength in ((1, mpf(1)), (2, eta), (3, eta3)):
            K[n][n + jump] += math.comb(n + jump, jump) * strength * x
            if n >= jump:
                K[n][n - jump] += math.comb(n, jump) * strength * x
        K[n][n + 1] += (n + 1) * relax * nb
        if n > 0:
            K[n][n - 1] += n * relax * (1 + nb)
        if leak is not None:
            K[n][STEPS] += mpf(leak[n])
    return K


def loss_matrix(K):
    A = mp.matrix(STEPS, STEPS)
    for n in range(STEPS):
        A[n, n] = mp.fsum(K[n])
        for m in range(STEPS):
            if m != n:
                A[n, m] = -K[n][m]
    return A


def breaking_rate(K):
    times = mp.lu_solve(loss_matrix(K), mp.matrix([1] * STEPS))
    return 1 / times[0]


def exponent(x, eta, **options):
    """Local slope d ln R / d ln(current)."""
    h = mpf(10) ** -6
    up = breaking_rate(ladder(mpf(x) * mp.exp(h), eta, **options))
    down = breaking_rate(ladder(mpf(x) * mp.exp(-h), eta, **options))
    return float(mp.log(up / down) / (2 * h))


def path_sum(x, eta, nb=0.0):
    """Closed form for small x, eta, nb: rate in units of gamma, and exponent."""
    single, pair = x + nb, eta * x / 2
    weights = [math.factorial(10) / (math.factorial(m)
               * math.factorial(10 - 2 * m) * 2**m)
               * single**(10 - 2 * m) * pair**m for m in range(6)]
    slope = sum(w * (m + (10 - 2 * m) * x / single)
                for m, w in enumerate(weights)) / sum(weights)
    return 10 * sum(weights), slope


# Oscillator factors for one-, two- and three-quantum jumps, by quadrature.
nodes, quad_weights = np.polynomial.hermite.hermgauss(40)


def hermite_state(n):
    norm = math.sqrt(2.0**n * math.factorial(n) * math.sqrt(math.pi))
    return np.polynomial.hermite.hermval(nodes, [0] * n + [1]) / norm


def jump_strength(n, jump):
    element = np.sum(quad_weights * hermite_state(n + jump)
                     * nodes**jump * hermite_state(n))
    return element**2


for jump in (1, 2, 3):
    for n in range(STEPS):
        ratio = jump_strength(n, jump) / jump_strength(0, jump)
        assert abs(ratio / math.comb(n + jump, jump) - 1) < 1e-8

# Limiting exponents, from first-passage times at a very small current.
tiny = mpf(10) ** -12
limit_single = exponent(tiny, 0)
limit_double = exponent(tiny, 0.1)
limit_triple = exponent(tiny, 0.1, eta3=0.01)
limit_no_relaxation = exponent(tiny, 0.1, relax=0)
limit_thermal = exponent(tiny, 0.1, nb=1e-3)
assert abs(limit_single - 10) < 1e-6
assert abs(limit_double - 5) < 1e-6
assert abs(limit_triple - 4) < 1e-6
assert abs(limit_no_relaxation - 1) < 1e-6
assert abs(limit_thermal) < 1e-4

# Limiting coefficients for the harmonic ladder.
coef_double = float(breaking_rate(ladder(tiny, 0.1)) / (mpf(0.1) * tiny)**5)
coef_single = float(breaking_rate(ladder(tiny, 0)) / tiny**10)
coef_formula = math.factorial(10) / 2**5 / (2 * 4 * 6 * 8)
assert abs(coef_double / coef_formula - 1) < 1e-6
assert abs(coef_single / 10 - 1) < 1e-6

# General product law with random rates and relaxation to any lower level.
rng = np.random.default_rng(4)
for trial in range(5):
    K = [[mpf(0)] * (STEPS + 3) for _ in range(STEPS)]
    for n in range(STEPS):
        for m in range(n):
            K[n][m] = mpf(rng.uniform(0.2, 2))
        K[n][n + 1] = mpf(rng.uniform(0.2, 2)) * tiny
        K[n][n + 2] = mpf(rng.uniform(0.2, 2)) * tiny
    product = mpf(1)
    for n in range(0, STEPS, 2):
        product *= K[n][n + 2]
        if n > 0:
            product /= mp.fsum(K[n][:n])
    assert abs(breaking_rate(K) / product - 1) < 1e-8

# Crossover and thermal law; neglected terms are of first order in the scale.
for scale in (1e-4, 1e-5):
    for ratio in (0.01, 0.1, 1.0, 5.0):
        for nb in (0.0, 0.3 * scale):
            x = ratio * scale
            predicted, slope = path_sum(x, scale, nb)
            computed = breaking_rate(ladder(x, scale, nb=nb))
            assert abs(float(computed) / predicted - 1) < 200 * scale
            assert abs(exponent(x, scale, nb=nb) - slope) < 200 * scale

# Worked example: rough or round parameters of a short-channel n-MOSFET.
quantum_eV, bias_V, temperature_K = 0.25, 0.6, 77.0
current_mA_um, channel_nm, sigma_cm2 = 0.5, 5.0, 1e-19
gamma, eta = 1e10, 0.1
depth_eV = STEPS * quantum_eV
k_eV = sc.k / sc.e


def excitation(current):
    density = current * 1e-3 / 1e-4 / (channel_nm * 1e-7)
    return density, density * sigma_cm2 / sc.e


def bose(temperature):
    return 1 / math.expm1(quantum_eV / (k_eV * temperature))


density, S = excitation(current_mA_um)
x0 = S / gamma
nb0 = bose(temperature_K)
rate = gamma * float(breaking_rate(ladder(x0, eta, nb=nb0)))
leading = gamma * coef_formula * (eta * x0)**5
closed = gamma * path_sum(x0, eta, nb0)[0]
single_rate = gamma * float(breaking_rate(ladder(x0, 0, nb=nb0)))
assert abs(closed / rate - 1) < 0.03
with mp.workdps(60):
    spectrum = mp.eig(loss_matrix(ladder(x0, eta, nb=nb0)),
                      left=False, right=False)
    slowest = min(float(mp.re(value)) for value in spectrum)
assert abs(slowest * gamma / rate - 1) < 1e-6

print(f"Limit exponent, one-quantum jumps only: {limit_single:.4f}")
print(f"Limit exponent, two-quantum jumps allowed: {limit_double:.4f}")
print(f"Limit exponent, three-quantum jumps allowed: {limit_triple:.4f}")
print(f"Limit exponent, no relaxation: {limit_no_relaxation:.4f}")
print(f"Limit exponent, thermal excitation on: {limit_thermal:.4f}")
print(f"Coefficient of eta^5 S^5/gamma^4: {coef_double:.4f}")
print(f"Coefficient of S^10/gamma^9, single jumps: {coef_single:.4f}")
print("Crossover, small eta: S/(gamma eta), local exponent")
for ratio in (0.001, 0.01, 0.1, 1.0, 10.0):
    print(f"  {ratio:g}  {path_sum(ratio * 1e-5, 1e-5)[1]:.3f}")
print(f"Quantum {quantum_eV} eV, ladder {depth_eV} eV, bias {bias_V} V")
print(f"Temperature {temperature_K:g} K, channel {channel_nm:g} nm")
print(f"Current {current_mA_um} mA/um, density {density:.3e} A/cm2")
print(f"Cross section {sigma_cm2:.1e} cm2, eta {eta}")
print(f"S {S:.4e} 1/s, gamma {gamma:.1e} 1/s, S/gamma {x0:.4e}")
print(f"Full rate {rate:.4e} 1/s, lifetime {1 / rate / sc.year:.2f} years")
print(f"Fifth-power law {leading:.4e} 1/s, path sum {closed:.4e} 1/s")
print(f"Rate with single jumps only {single_rate:.3e} 1/s")
print("Current (mA/um), rate (1/s), local exponent at 77 K")
for current in (0.01, 0.1, 0.5, 2.0):
    x = excitation(current)[1] / gamma
    value = gamma * float(breaking_rate(ladder(x, eta, nb=nb0)))
    print(f"  {current:g}  {value:.3e}  {exponent(x, eta, nb=nb0):.3f}")
print("eta, rate (1/s), local exponent at 0.5 mA/um, 77 K")
for weaker in (0.1, 0.01, 0.001):
    value = gamma * float(breaking_rate(ladder(x0, weaker, nb=nb0)))
    print(f"  {weaker:g}  {value:.3e}  {exponent(x0, weaker, nb=nb0):.3f}")
print("T (K), occupation, rate (1/s), exponent, zero-current rate (1/s)")
for temperature in (77.0, 300.0, 398.0):
    nb = bose(temperature)
    value = gamma * float(breaking_rate(ladder(x0, eta, nb=nb)))
    floor = gamma * float(breaking_rate(ladder(0, eta, nb=nb)))
    slope = exponent(x0, eta, nb=nb)
    print(f"  {temperature:g}  {nb:.2e}  {value:.3e}  {slope:.3f}  {floor:.1e}")

# Neglected effect: three-quantum jumps, assumed strength eta^2 times the
# thermal tail of electrons above the drain bias; last row has no energy cut.
print("Three-quantum jumps: case, rate / rate without them, exponent")
tail_cases = [(f"{T:g} K tail", T,
               math.exp(-(3 * quantum_eV - bias_V) / (k_eV * T)))
              for T in (77.0, 300.0)] + [("77 K, no cut", 77.0, 1.0)]
for label, temperature, tail in tail_cases:
    options = dict(eta3=eta**2 * tail, nb=bose(temperature))
    base = breaking_rate(ladder(x0, eta, nb=bose(temperature)))
    factor = float(breaking_rate(ladder(x0, eta, **options)) / base)
    print(f"  {label}  {factor:.5g}  {exponent(x0, eta, **options):.3f}")

# Neglected effect: tunnelling below the top of a parabolic barrier.
barrier_eV = 0.1
attempt = quantum_eV * sc.e / sc.h
leak = [attempt / gamma * math.exp(-2 * math.pi * (STEPS - n) * quantum_eV
                                   / barrier_eV) for n in range(STEPS)]
leaky = gamma * float(breaking_rate(ladder(x0, eta, nb=nb0, leak=leak)))
equal_current = current_mA_um * leak[8] / (math.comb(10, 2) * eta * x0)
print(f"Barrier quantum {barrier_eV} eV: level-8 leak {leak[8] * gamma:.2e} 1/s")
print(f"Rate with tunnelling / rate without: {leaky / rate:.5f}")
print(f"Exponent with tunnelling: {exponent(x0, eta, nb=nb0, leak=leak):.3f}")
print(f"Level-8 leak equals double jump at {equal_current:.1e} mA/um")

# Neglected effect: direct breaking by single electrons above the bond energy.
hot_tail = math.exp(-(depth_eV - bias_V) / (k_eV * 300.0))
print(f"Hot-electron fraction that would match the rate: {rate / S:.2e}")
print(f"Thermal-tail fraction above 2.5 eV at 300 K: {hot_tail:.1e}")

# Neglected effect: anharmonicity. Morse well with the same first quantum and
# the same depth from level 0; H = -d2/dy2 + lam^2 (1 - exp(-y))^2.
lam = (21 + math.sqrt(21**2 - 4 * 20.25)) / 2
y = np.arange(-1.5, 30.0, 0.003)
step = y[1] - y[0]
levels = eigh_tridiagonal(2 / step**2 + lam**2 * (1 - np.exp(-y))**2,
                          np.full(len(y) - 1, -1 / step**2), eigvals_only=True,
                          select="v", select_range=(0.0, lam**2))
assert len(levels) == math.floor(lam - 0.5) + 1
assert abs((lam**2 - levels[0]) / (levels[1] - levels[0]) - STEPS) < 0.01
energies = (levels - levels[0]) * quantum_eV / (levels[1] - levels[0])
morse_events = math.ceil(len(levels) / 2)
position, energy_events = 0.0, 0
while position + bias_V < depth_eV:
    position = energies[energies <= position + bias_V][-1]
    energy_events += 1
energy_events += 1
print(f"Morse well of same depth: {len(levels)} bound levels")
print(f"Morse, least events with two-level jumps: {morse_events}")
print(f"Morse, least events if only 0.6 eV limits a jump: {energy_events}")

print("all assertions hold")
```

Output:

```
Limit exponent, one-quantum jumps only: 10.0000
Limit exponent, two-quantum jumps allowed: 5.0000
Limit exponent, three-quantum jumps allowed: 4.0000
Limit exponent, no relaxation: 1.0000
Limit exponent, thermal excitation on: 0.0000
Coefficient of eta^5 S^5/gamma^4: 295.3125
Coefficient of S^10/gamma^9, single jumps: 10.0000
Crossover, small eta: S/(gamma eta), local exponent
  0.001  5.010
  0.01  5.093
  0.1  5.600
  1  6.835
  10  8.723
Quantum 0.25 eV, ladder 2.5 eV, bias 0.6 V
Temperature 77 K, channel 5 nm
Current 0.5 mA/um, density 1.000e+07 A/cm2
Cross section 1.0e-19 cm2, eta 0.1
S 6.2415e+06 1/s, gamma 1.0e+10 1/s, S/gamma 6.2415e-04
Full rate 3.0612e-09 1/s, lifetime 10.36 years
Fifth-power law 2.7972e-09 1/s, path sum 2.9733e-09 1/s
Rate with single jumps only 8.910e-22 1/s
Current (mA/um), rate (1/s), local exponent at 77 K
  0.01  8.968e-18  5.002
  0.1  9.119e-13  5.018
  0.5  3.061e-09  5.087
  2  3.973e-06  5.288
eta, rate (1/s), local exponent at 0.5 mA/um, 77 K
  0.1  3.061e-09  5.087
  0.01  4.780e-14  5.448
  0.001  3.888e-18  6.515
T (K), occupation, rate (1/s), exponent, zero-current rate (1/s)
  77  4.34e-17  3.061e-09  5.087  2.3e-153
  300  6.31e-05  3.107e-09  5.085  1.0e-31
  398  6.83e-04  3.773e-09  5.014  2.2e-21
Three-quantum jumps: case, rate / rate without them, exponent
  77 K tail  1  5.087
  300 K tail  1.0776  5.068
  77 K, no cut  2002.8  4.039
Barrier quantum 0.1 eV: level-8 leak 1.37e+00 1/s
Rate with tunnelling / rate without: 1.00199
Exponent with tunnelling: 5.087
Level-8 leak equals double jump at 2.4e-08 mA/um
Hot-electron fraction that would match the rate: 4.90e-16
Thermal-tail fraction above 2.5 eV at 300 K: 1.2e-32
Morse well of same depth: 20 bound levels
Morse, least events with two-level jumps: 10
Morse, least events if only 0.6 eV limits a jump: 5
all assertions hold
```
